# Choosing the Output Interval for Cell Dipoles in Periodic Molecular Dynamics

## What periodicity allows a cell dipole to be

Moving one ion of core charge $Z_Ie$ by a full cell length $L$ replaces it by its own periodic image. Nothing physical has changed, yet the sum $e\sum_I Z_IR_I$ has changed by $Z_IeL$. The $Z_I$ are integers, and moving a single electron by $L$ likewise changes the dipole by $-eL$. A dipole assigned to a periodic cell can therefore be defined only modulo $eL$. A quantity with the dimension of charge times length, defined modulo $eL$, has the form

$$M=\frac{eL}{2\pi}\times(\text{an angle}).$$

For an electron at $x$, the angle must change by $2\pi a/L$ in magnitude when the electron is shifted by $a$; the sign of the charge is attached afterwards. The phase of $e^{iqx}$, with $q=2\pi/L$, does this and is periodic in the cell, whereas $x$ itself is not. A higher harmonic $e^{ikqx}$ would leave the position uncertain by $L/k$, a finer ambiguity than periodicity demands.

This ambiguity is harmless in one configuration but not along a trajectory. A program that stores $M$ stores one value from a ladder with spacing $eL$, and the rung may change between frames. An infrared spectrum can be computed from $dM/dt$, in which a change of rung appears as a huge current. The setting to be chosen is the interval $\tau$ between stored dipoles.

The assumptions are a neutral cell of fixed shape, $N$ doubly occupied orbitals sampled at the $\Gamma$ point, electrons in a mean-field ground state at each ionic geometry, and a gap that stays open. The electron charge is $-e$. One dimension is treated first.

## The dipole from the Berry phase

For many electrons the periodic operator is $\prod_j e^{iqx_j}$. Acting on a determinant of orbitals $\psi_n$, it gives the determinant of the orbitals $e^{iqx}\psi_n$. The overlap of two determinants is the determinant of their orbital overlaps, so each spin contributes

$$\det S,\qquad S_{mn}=\langle\psi_m|e^{iqx}|\psi_n\rangle .$$

The phase of $\det S$, divided by $q$, is the sum of the electron positions for one spin. Two spins and the charge $-e$ give the Resta form of the dipole:

$$M=e\left[\sum_I Z_IR_I-\frac{2L}{2\pi}\,\mathrm{Im}\ln\det S\right].\tag{1}$$

Two properties make (1) usable.

*Orbital mixing.* An eigensolver may return any unitary mixture of the occupied orbitals, $\psi'_n=\sum_m\psi_mU_{mn}$. Then $S'=U^\dagger SU$ and $\det S'=|\det U|^2\det S=\det S$. No matching of orbitals between frames is needed.

*Choice of origin.* Shifting everything by $a$ multiplies $S$ by $e^{iqa}$ and $\det S$ by $e^{iqNa}$. The electronic term changes by $-2Nea$ and the ionic term by $+ea\sum_IZ_I$. They cancel, modulo $eL$, because neutrality means $\sum_IZ_I=2N$. In a charged cell the dipole would depend on the origin.

Equation (1) has two sources of jumps. A core wrapped back into the cell changes $M$ by $\pm Z_IeL$. A phase crossing the branch cut at $\pm\pi$ changes by $2\pi$, and $M$ by $2eL$.

## The error that the interval cannot remove

The phase of an average is not quite the average of a phase. For one localized orbital, negligible at the cell boundary, let $\kappa_1=\langle x\rangle$, $y=x-\kappa_1$, $\kappa_2=\langle y^2\rangle$ and $\kappa_3=\langle y^3\rangle$. Since $\langle y\rangle=0$,

$$\langle e^{iqx}\rangle=e^{iq\kappa_1}\left[1-\tfrac12q^2\kappa_2-\tfrac i6q^3\kappa_3+O(q^4)\right].$$

The $q^4$ term in the bracket is real, so the imaginary part of the logarithm is

$$\frac1q\,\mathrm{Im}\ln\langle e^{iqx}\rangle=\kappa_1-\frac{q^2\kappa_3}{6}+O(q^4).\tag{2}$$

The centre is wrong by a term that falls as $L^{-2}$ and measures the skewness of the orbital. A constant error disappears on differentiation, and an orbital that moves rigidly contributes none to the current. What remains is the rate at which the skewness changes.

In a test pair, an orbital on an attractive well with a weaker well 2.5 bohr away has $\kappa_3=0.1086$ bohr³. For $L=24$ bohr, $q^2=0.0685$ bohr⁻² and (2) predicts an error of $-0.0685\times0.1086/6=-1.24\times10^{-3}$ bohr. The computed error is $-1.235\times10^{-3}$ bohr. Doubling the cell reduces it to $-3.10\times10^{-4}$ bohr, a quarter. A smaller $\tau$ does not help here; a larger cell reduces the error of each centre. At fixed density a three-dimensional cell holds a number of orbitals proportional to $L^3$, so equal errors add up to a cell dipole error that grows as $L$, while the error of the polarization still falls as $L^{-2}$.

## The same dipole from Wannier centres

Write $S=WP$, with $P=(S^\dagger S)^{1/2}$ positive and $W$ unitary. This requires $\det S\neq0$. Because $\det P>0$, the phases of $\det S$ and $\det W$ agree. If $W$ has eigenvalues $e^{i\theta_n}$, then

$$x_n=\frac{L\theta_n}{2\pi},\qquad \sum_nx_n=\frac{L}{2\pi}\mathrm{Im}\ln\det S\pmod L .\tag{3}$$

The $x_n$ are the Wannier centres of the one-dimensional cell, again with finite-cell errors: for a single orbital, $x_1$ is the left side of (2).

Individual centres carry information that the sum lacks. If pair $n$ stays near a parent ion $p(n)$, choose the image of $x_n$ nearest to it and call the displacement $s_n$, so that $|s_n|<L/2$. With ionic positions that have not been wrapped,

$$M_{\rm W}=e\left[\sum_IZ_IR_I-2\sum_n\left(R_{p(n)}+s_n\right)\right].\tag{4}$$

This is continuous in time without reference to the previous frame. A frame can be lost without losing the branch, provided that the ionic positions remain unwrapped. The construction needs a stable parent. If an electron pair moves to another ion, the new parent's nearest image may differ from the old one by a cell length, and the history must then be used.

In three dimensions there is one matrix $S$ for each cell direction. In general, one set of orbitals cannot make all three diagonal. Off-diagonal elements enter the determinant but not the phases of the diagonal elements, so a sum of maximally localized centres need not equal the determinant phase in a finite cell. The two definitions should not be mixed within one trajectory.

## Unwrapping and its condition

Let $M_k$ be the continuous dipole at frame $k$ and $M_k^{\rm raw}=M_k+n_keL$ the stored one, with $n_k$ an unknown integer. The stored increment is

$$d_k^{\rm raw}=M_{k+1}^{\rm raw}-M_k^{\rm raw}=\Delta_k+(n_{k+1}-n_k)eL,\qquad \Delta_k=M_{k+1}-M_k .$$

Divide by $eL$ and round to the nearest integer. If $|\Delta_k|<eL/2$, the result is $n_{k+1}-n_k$, because $\Delta_k/eL$ cannot move the number past a half-integer. Hence

$$d_k=d_k^{\rm raw}-eL\,\mathrm{round}\!\left(\frac{d_k^{\rm raw}}{eL}\right)=\Delta_k .\tag{5}$$

Adding the $d_k$ to the first stored value gives the dipole up to one constant multiple of $eL$, which differentiation removes. If $|J|_{\max}$ bounds the cell current $J=dM/dt$, a sufficient condition is

$$\tau<\frac{eL}{2|J|_{\max}} .\tag{6}$$

Exceeding (6) need not cause an error, since (6) is only sufficient. When an actual increment has $|\Delta_k|>eL/2$, however, (5) still returns an increment no larger than $eL/2$, wrong by a whole number of quanta. The failure is silent: the curve looks continuous but has the wrong slope.

Two choices affect the margin.

- Unwrap the neutral total. In a rigid drift by $\delta$ the total is unchanged, while the electronic part alone moves by $2Ne\delta$.
- If the ionic positions are already unwrapped, only jumps of $2eL$ remain in (1). Rounding in units of $2eL$ then doubles the permitted increment to $eL$. This holds for doubly occupied orbitals with $\det S$ evaluated for one spin.

The margin also depends on cell size. If $N_{\rm ion}$ ions move independently, their current has a typical size proportional to $\sqrt{N_{\rm ion}}$. In a cubic cell at fixed density this is $L^{3/2}$, while the quantum grows as $L$. The limit (6) then shrinks as $L^{-1/2}$.

For a cell with vectors $\mathbf a_i$ and reciprocal vectors obeying $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$, replace $e^{iqx}$ by $e^{i\mathbf b_i\cdot\mathbf r}$. With $\varphi_i$ the resulting determinant phase and $s_{I,i}$ the fractional ionic coordinates,

$$\mathbf M=e\sum_im_i\mathbf a_i,\qquad m_i=\sum_IZ_Is_{I,i}-\frac{2\varphi_i}{2\pi}.$$

Each $m_i$ is defined modulo 1 and is unwrapped in units of 1 before the vectors are assembled. In a skewed cell a jump along an $\mathbf a_i$ that is not parallel to a Cartesian axis changes several Cartesian components together, so these must not be rounded separately. The polarization is $\mathbf M$ divided by the cell volume $\Omega$; its quantum is $e\mathbf a_i/\Omega$, whereas the quantum of the cell dipole is $e\mathbf a_i$.

## Differentiation sets a second limit

The central difference is

$$J_k=\frac{M_{k+1}-M_{k-1}}{2\tau}=\frac{d_k+d_{k-1}}{2\tau}.\tag{7}$$

For $M=Ae^{i\omega t}$ the numerator is $Ae^{i\omega t_k}(e^{i\omega\tau}-e^{-i\omega\tau})=2iA\sin(\omega\tau)e^{i\omega t_k}$. The true derivative is $i\omega Ae^{i\omega t_k}$. Their ratio is

$$D(\omega)=\frac{\sin\omega\tau}{\omega\tau}\approx1-\frac{(\omega\tau)^2}{6}.\tag{8}$$

An amplitude loss below a fraction $\varepsilon$ therefore needs $\tau\lesssim\sqrt{6\varepsilon}/\omega$. The loss of power is about $2\varepsilon$. Dividing the spectrum by $D^2$ corrects it for $\omega\tau$ well below $\pi$. It cannot undo aliasing, in which motion with $\omega\tau>\pi$ appears at a lower frequency.

There is a cost at the other end. If each dipole has an independent numerical error of standard deviation $\sigma$, the variance of (7) is $2\sigma^2/(4\tau^2)$, and the current has noise $\sigma/(\sqrt2\,\tau)$. A very short interval therefore makes the frame-by-frame current noisier. The added noise lies at high frequency, however, because (7) multiplies the noise of the dipole at frequency $\omega$ by $\sin(\omega\tau)/\tau$. Over $K=T/\tau$ frames spanning a fixed time $T$, the Fourier sum of the dipole errors has rms size $\sigma\sqrt K$. The noise in a line amplitude $2|\hat J|/K$, where $\hat J$ is the Fourier sum of the $J_k$, is then about $2\sigma\omega\sqrt{\tau/T}$ for $\omega\tau\ll1$. This falls as $\tau$ shrinks, so for independent errors the cost falls on the time series and not on a spectral band at fixed frequency. In the time series, an uncorrected jump of $n$ quanta adds $neL/(2\tau)$ to two successive values of $J$, so finer output makes the spikes higher.

## Why the derivative is the physical current

A separate expression for the current shows what (7) should give. Use atomic units, in which $\hbar=m=e=1$, and a local potential, so that the velocity operator is $p$. Let $H|n\rangle=E_n|n\rangle$ at each instant, with real orbitals, no degeneracy and $\langle n|\dot n\rangle=0$. Write the time-dependent orbital as $e^{-i\int E_ndt}(|n\rangle+|\delta n\rangle)$. The Schrödinger equation gives

$$i|\dot n\rangle+i|\dot{\delta n}\rangle+E_n(|n\rangle+|\delta n\rangle)=H(|n\rangle+|\delta n\rangle).$$

For slow ions $|\dot{\delta n}\rangle$ is of second order and is dropped. Since $H|n\rangle=E_n|n\rangle$, what remains is $(H-E_n)|\delta n\rangle=i|\dot n\rangle$. Differentiating the eigenvalue equation and projecting on $m\neq n$ gives $\langle m|\dot n\rangle=-\dot H_{mn}/(E_m-E_n)$. Therefore

$$\langle m|\delta n\rangle=-\frac{i\dot H_{mn}}{(E_m-E_n)^2}.$$

A real orbital has $\langle n|p|n\rangle=0$. The electron velocity is then $2\,\mathrm{Re}\sum_mp_{nm}\langle m|\delta n\rangle$, and $\mathrm{Re}(-iz)=\mathrm{Im}\,z$. In the sum over occupied $n$, a term with $m$ also occupied cancels the term with $n$ and $m$ exchanged, because the products are complex conjugates. With two electrons per orbital and charge $-1$,

$$J=\sum_IZ_I\dot R_I-4\,\mathrm{Im}\sum_{n\,{\rm occ}}\sum_{m\,{\rm empty}}\frac{p_{nm}\dot H_{mn}}{(E_m-E_n)^2}.\tag{9}$$

In a self-consistent calculation $\dot H$ includes the change of the electronic mean field.

For localized orbitals, $\langle m|\delta n\rangle$ is imaginary while $\langle n|x|m\rangle$ is real. The correction does not shift $\langle x\rangle$ at first order. For a local potential $i[H,x]=p$, so $d\langle x\rangle/dt=\langle p\rangle$ in the time-dependent state, and the rate of change of the ground-state centre therefore equals the velocity in (9). By (2), the derivative of the Berry-phase dipole is the same current apart from finite-cell terms.

## A trajectory with known frequencies

The example uses independent electrons in a 24 bohr cell with Gaussian wells. Two deep wells are anions, each with core charge $+e$ and two electrons; two shallow wells are cations with core charge $+e$ and no electrons. These are model parameters, not a particular material, and the ions do not repel one another: on the line, a drifting ion passes straight through the others. Over 1200 fs one anion vibrates across the cell boundary at 667 cm⁻¹, the other vibrates at 1001 cm⁻¹, one cation drifts once round the cell and the other rests. The motion is prescribed, so the frequencies are known in advance. The gap stays above 0.43 hartree.

The quantum is 24 e bohr, or 61.0 debye. Between 23 and 24 fs the phase goes from $-3.1317$ to $3.1326$ and the raw dipole from 60.4226 to 12.5152 e bohr. The arithmetic of (5) is

$$d^{\rm raw}=12.5152-60.4226=-47.9074,\qquad \mathrm{round}(-47.9074/24)=-2,$$

$$d=-47.9074+48=0.0926\ e\,\text{bohr}.$$

The next unwrapped value is 60.5152 e bohr. There are 92 such jumps, of one or two quanta in either direction. The dipole (4) differs from the unwrapped one by a constant $-2$ quanta throughout, which has no effect on the current.

The unwrapped derivative differs from (9) by 0.375 percent, as an rms error relative to the rms current. Equation (8) explains most of it. At $\tau=1$ fs the two vibrations have $\omega\tau=0.126$ and $0.188$, hence losses of 0.26 and 0.59 percent. Applied to their amplitudes of 0.0630 and 0.0379 e bohr/fs, these give an rms error of $2.0\times10^{-4}$ e bohr/fs, or 0.35 percent of the rms current, 0.0563 e bohr/fs.

**Transport.** After the loop every ion is back at its starting point or an image of it, so $\det S$ has returned and $\Delta M$ must be an integer times $eL$. Equation (4) identifies the integer: the electron pairs return with their anions, and one core has advanced by $L$, so $\Delta M=+eL$. The calculation gives 24.000 e bohr, as does the time integral of (9).

The Born charge of the travelling cation, $Z^*=e^{-1}\partial M/\partial R$, is not constant. With the other ions at rest it varies between 0.60 and 1.23. The minimum occurs with the cation on top of an anion, a geometry real ions cannot reach, so the range belongs to the model only. Its average along the path is nevertheless 1.000, because $\int_0^LZ^*dR=\Delta M/e=L$.

**Spectrum.** For $K$ frames treated as periodic, define $C_l=K^{-1}\sum_kJ_kJ_{k+l}$. Take $\omega=2\pi m/(K\tau)$ with integer $m$, so that $e^{-i\omega j\tau}$ has the same period $K$ in $j$ as the frames. Setting $j=k+l$ then gives

$$\sum_lC_le^{-i\omega l\tau}=\frac1K\sum_kJ_ke^{i\omega k\tau}\sum_jJ_je^{-i\omega j\tau}=\frac{|\hat J(\omega)|^2}{K},$$

where $\hat J(\omega)=\sum_jJ_je^{-i\omega j\tau}$. The power spectrum of the current is thus the transform of its autocorrelation. An absolute absorption coefficient needs a further prefactor, not derived here. The current is the safer starting point when ions diffuse: $M$ then wanders without limit and has no stationary autocorrelation, while $J$ can have one.

With the mean current removed, the strongest unwrapped line is at 667 cm⁻¹, with amplitude 0.0629 e bohr/fs. Without unwrapping the same line has amplitude 1.48 e bohr/fs, about 24 times too large. Between 4170 and 8339 cm⁻¹ the unwrapped spectrum has an rms line amplitude of $10^{-7}$ e bohr/fs, against 0.51 for the raw one. The wraps of the boundary anion repeat with its vibration. The branch-cut crossings follow both vibrations and the drifting cation, so their timing shifts from cycle to cycle. Together they add false intensity at the vibrational lines themselves (the raw amplitude at 1001 cm⁻¹ is 1.29 e bohr/fs, against 0.0377 unwrapped) as well as between them, so the damage is not merely a flat background that could be subtracted.

## Choosing the interval

The two limits can now be compared. The largest change in 1 fs is 0.117 e bohr. A change over $\tau$ is a sum of such steps, so the half-quantum of 12 e bohr cannot be reached before $12/0.117\approx103$ fs. For a 1 percent amplitude loss at 667 cm⁻¹, where $\omega=0.126$ fs⁻¹, equation (8) requires $\tau\approx\sqrt{0.06}/0.126\approx1.9$ fs; the line at 1001 cm⁻¹, where $\omega=0.188$ fs⁻¹, is the stricter one and requires $\tau\approx1.3$ fs. In this cell the derivative, not the unwrapping, sets the interval. At $\tau=4$ fs the computed amplitude ratio is 0.958, as (8) predicts.

Very sparse output shows the other failure. Frames 400 fs apart still give the correct 24 e bohr for one loop. Frames 800 fs apart have a mean true increment of 16 e bohr, above the limit of 12. Over two loops they return $-24$ e bohr instead of $+48$: three increments have lost three quanta, and even the direction of transport is reversed.

This leads to the following procedure.

1. Take the highest frequency $\omega$ of interest and set $\tau\lesssim\sqrt{6\varepsilon}/\omega$ for the accepted amplitude loss $\varepsilon$. Check that faster motion present in the trajectory does not alias into the band.
2. Estimate the largest cell current from a short, densely stored segment and check (6). Large cells and fast ions need this most.
3. Unwrap the neutral total, in fractional components, before any differentiation, filtering or Fourier transform.
4. Inspect the largest unwrapped increment. A value near half a quantum is a warning. A small value alone proves nothing, since a violated condition can also produce one; compare with the dense segment.
5. If frames are missing or the interval is long, use Wannier centres attached to unwrapped parent ions, provided the electrons keep their parents.
6. If the smallest singular value of $S$ approaches zero, the phase becomes ill-defined. A small $|\det S|$ alone is no warning: it is the product of all the singular values, and in a large three-dimensional cell it can be tiny while each of them is close to 1. Closing of the gap also removes the basis of (9). Neither problem is cured by a shorter interval.

The numerical check tests the unwrapping, the current, the finite-cell law and the skewed three-dimensional case, the last with moving point charges.

## Values computed for the example and the checks

```
cell length: 24.0 bohr; well width: 1.0 bohr
well depths anion, cation: 1.2, 0.3 hartree
plane waves: 53; steps: 1200; time step: 1.0 fs
vibration amplitudes: 0.5, 0.2 bohr
vibration cycles per loop: 24, 36
vibration wavenumbers: 667.1, 1000.7 cm^-1
smallest gap on trajectory: 0.439 hartree
dipole quantum: 24.0 e bohr = 61.00 debye
frames at first jump: t/fs, core sum/bohr, phase/rad, raw M, unwrapped M (e bohr)
  22  36.5552  -3.1115  60.3254  60.3254
  23  36.4984  -3.1317  60.4226  60.4226
  24  36.4462  3.1326  12.5152  60.5152
  25  36.4000  3.1152  12.6018  60.6018
number of raw jumps: 92
jump sizes found (quanta): -2 -1 1 2
largest unwrapped step: 0.1169 e bohr
Wannier minus unwrapped dipole: -2.000000 quanta
largest drift of that offset: 2.8e-14 e bohr
dipole change over loop: 24.000000 e bohr
integral of perturbative current: 24.0000 e bohr
Born charge of cation min, max: 0.600, 1.232 e
Born charge path average: 1.000000 e
rms current, perturbative: 0.05625 e bohr/fs
rms current, unwrapped derivative: 0.05607 e bohr/fs
rms current, raw derivative: 6.813 e bohr/fs
relative rms error of unwrapped derivative: 0.375 percent
strongest line, unwrapped: 667.1 cm^-1
amplitudes at 667.1 cm^-1 (e bohr/fs): perturbative 0.06304, unwrapped 0.06286, raw 1.4798
amplitudes at 1000.7 cm^-1 (e bohr/fs): perturbative 0.03791, unwrapped 0.03769, raw 1.2909
quiet band: 4170 to 8339 cm^-1
rms line amplitude there, unwrapped: 9.9e-08 e bohr/fs
rms line amplitude there, raw: 0.506 e bohr/fs
stride 4 fs: amplitude ratio 0.95825, sine law 0.95842
frames 400 fs apart, one loop: 24.000 e bohr
frames 800 fs apart, two loops: -24.000 e bohr
true change over two loops: 48.000 e bohr
test pair: separation 2.5 bohr, mean x 0.13648 bohr
test pair third cumulant: 0.10861 bohr^3
centre error, cell 24 bohr: -1.235e-03 bohr, cumulant law -1.241e-03 bohr
centre error, cell 48 bohr: -3.098e-04 bohr, cumulant law -3.102e-04 bohr
skewed 3D cell, largest error: 3.1e-13 e bohr
```
